# Irreducible Two-Body and Three-Body Signals in X-Ray Absorption Fine Structure

An x-ray ejects an electron from a deep level of one atom. The outgoing wave is scattered by the neighbours, and the part that returns changes the absorption. A wave scattered by one neighbour carries information about one distance. A wave that visits two neighbours also depends on the angle between their bonds. One way to obtain pair and triplet geometry from a spectrum is to split the oscillation into parts that belong to one neighbour, to two neighbours, and so on, without counting any contribution twice. The GNXAS approach does this with irreducible $n$-body signals, where $n$ includes the absorber.

## The fine structure of a cluster

Let site 0 be the absorber and $N$ a finite set of neighbours at fixed positions $\mathbf R_i$. We treat one electron in real, spherical, non-overlapping atomic potentials, separated by a constant potential in which its wave number is $k$. Inelastic losses and thermal motion are left out. The core level is an s state, so the dipole transition leads to p waves. We average over polarization.

With $L=(l,m)$, real spherical harmonics $Y_L$ and $h_l=j_l+in_l$, the wave around a site is

$$
\sum_L c_L\,[\,j_l(kr)+iT_l h_l(kr)]\,Y_L(\hat{\mathbf r}),\qquad T_l=e^{i\delta_l}\sin\delta_l . \tag{1}
$$

Here $c_L$ is the exciting amplitude and $B_L=T_lc_L$ the scattered amplitude. Since $1+iT_l=e^{i\delta_l}\cos\delta_l$, the bracket equals $e^{i\delta_l}(\cos\delta_l\, j_l-\sin\delta_l\, n_l)$. The wave is therefore $B_L/\sin\delta_l$ times a real radial function that does not depend on the surroundings.

A wave leaving site $j$ must be re-expanded about site $i$. Put $\mathbf R=\mathbf R_i-\mathbf R_j$ and $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\Omega$. Writing a regular wave as an integral over plane waves, and expanding $e^{i\mathbf k\cdot\mathbf r}$ and $e^{i\mathbf k\cdot\mathbf R}$ separately, gives

$$
j_{l'}Y_{L'}(\mathbf r+\mathbf R)=\sum_L j_lY_L(\mathbf r)\,J^{ij}_{LL'},\quad
J^{ij}_{LL'}=4\pi\sum_{L''}i^{\,l-l'+l''}C_{LL'L''}\,j_{l''}(kR)Y_{L''}(\hat{\mathbf R}). \tag{2}
$$

Parity makes $l+l'+l''$ even, so the coefficients are real. For $r<R$ the wave $h_{l'}Y_{L'}(\mathbf r+\mathbf R)$ is regular in $\mathbf r$ and outgoing in $\mathbf R$. Its expansion thus has the form (2) with $h_{l''}(kR)$ and some constants. Its real part must reproduce (2) for every $R$, and $j_{l''}$ and $n_{l''}$ are independent, so the constants are those of (2). Including the factor $i$ from (1), the propagator from $j$ to $i$ is

$$
G^{ij}_{LL'}=4\pi i\sum_{L''}i^{\,l-l'+l''}C_{LL'L''}\,h_{l''}(kR)Y_{L''}(\hat{\mathbf R}),\qquad \mathrm{Im}\,G^{ij}=J^{ij}. \tag{3}
$$

Exchanging both sites and both angular indices multiplies each term by $(-1)^{l''}(-1)^{l'-l}=1$, so $G$ is a symmetric matrix.

Each site is excited by the incident wave $a$ and by the waves from the other sites. With $G^{ii}=0$,

$$
B=T(a+GB)\quad\Rightarrow\quad B=\tau a,\qquad \tau=(1-TG)^{-1}T=(T^{-1}-G)^{-1}. \tag{4}
$$

Partial waves with $T_l=0$ are dropped when $T^{-1}$ is written.

The absorption rate is a sum over final states at one energy, for which we take the scattering states of all incident directions. Apart from a common factor, $a^i_L=i^lY_L(\hat{\mathbf k})e^{i\mathbf k\cdot\mathbf R_i}$. The integral of $a^i_La^{j*}_{L'}$ over directions is $J^{ij}_{LL'}$, with $J^{ii}=1$. Hence $\int BB^\dagger d\hat{\mathbf k}=\tau J\tau^\dagger$. From $T_l^{-1}=\cot\delta_l-i$ and (3), $\mathrm{Im}\,\tau^{-1}=-J$. Because $\tau$ is symmetric, $\tau^\dagger=\tau^*$, and

$$
\mathrm{Im}\,\tau=\frac{\tau-\tau^*}{2i}
=\tau\,\frac{(\tau^*)^{-1}-\tau^{-1}}{2i}\,\tau^*
=\tau J\tau^\dagger . \tag{5}
$$

For an isolated absorber the integral of $|B_{1m}|^2/\sin^2\delta_1$ is 1. The polarization average is one third of the sum over $m$. The ratio of cluster to atomic absorption is $1+\chi$, with

$$
\chi=\frac{1}{3\sin^2\delta_1}\sum_m\mathrm{Im}\,\tau^{00}_{1m,1m}-1. \tag{6}
$$

## Separating the returning wave

Let $\chi(S)$ be the fine structure when the neighbours in $S\subseteq N$ are present, with $\chi(\varnothing)=0$. Let $\bar\tau_S$ be the matrix (4) for these neighbours without the absorber. A wave $B_0$ leaving the absorber produces neighbour amplitudes $\bar\tau_SG^{S0}B_0$. The field they send back is $X_SB_0$, where

$$
X_S=\sum_{i,j\in S}G^{0i}\,\bar\tau_S^{ij}\,G^{j0}. \tag{7}
$$

With incident amplitude on site 0 alone, $B_0=T_0(a_0+X_SB_0)$, so $\tau^{00}=(1-T_0X_S)^{-1}T_0$. Subtracting $T_0$ gives

$$
\tau^{00}-T_0=(1-T_0X_S)^{-1}T_0X_ST_0
=T_0\,\mathcal G_S\,T_0,\qquad
\mathcal G_S=X_S(1-T_0X_S)^{-1}. \tag{8}
$$

The second equality moves the inverse through $T_0$ and $X_S$ with $(1-T_0X)^{-1}T_0=T_0(1-XT_0)^{-1}$ and $(1-XT_0)^{-1}X=X(1-T_0X)^{-1}$. In (6), the term $T_0$ gives 1, which cancels the $-1$. The two outer factors give $T_1^2/\sin^2\delta_1=e^{2i\delta_1}$. Therefore

$$
\chi(S)=F(X_S),\qquad
F(X)=\tfrac13\,\mathrm{Im}\left\{e^{2i\delta_1}\,\mathrm{Tr}_p\!\left[X(1-T_0X)^{-1}\right]\right\}, \tag{9}
$$

where $\mathrm{Tr}_p$ is the trace over the three p components. This form stays regular when $\sin\delta_1=0$.

## Inclusion-exclusion

Define the irreducible signal of the absorber and the neighbours in $S$ by

$$
\gamma(S)=\sum_{U\subseteq S}(-1)^{|S|-|U|}\chi(U). \tag{10}
$$

For one and two neighbours this reads

$$
\gamma_2(0,i)=\chi(i),\qquad
\gamma_3(0,i,j)=\chi(i,j)-\chi(i)-\chi(j). \tag{11}
$$

To recover the full fine structure, sum (10) over $S\subseteq N$ and exchange the sums. For fixed $U$, a set $S$ between $U$ and $N$ is formed by choosing $q$ of the $M=|N|-|U|$ remaining atoms:

$$
\sum_{S\subseteq N}\gamma(S)=\sum_{U\subseteq N}\chi(U)\sum_{q=0}^{M}\binom{M}{q}(-1)^q
=\sum_{U\subseteq N}\chi(U)(1-1)^{M}=\chi(N). \tag{12}
$$

Only $U=N$, for which $M=0$, survives. Since $\gamma(\varnothing)=0$,

$$
\chi(N)=\sum_i\gamma_2(0,i)+\sum_{i<j}\gamma_3(0,i,j)+\sum_{i<j<m}\gamma_4(0,i,j,m)+\cdots . \tag{13}
$$

The decomposition is unique if it is required for every subcluster. Suppose $\chi(V)=\sum_{U\subseteq V}g(U)$ for all $V$. Then

$$
\gamma(S)=\sum_{U\subseteq S}g(U)\sum_{U\subseteq V\subseteq S}(-1)^{|S|-|V|}=g(S), \tag{14}
$$

because the inner sum is again $(1-1)^{|S|-|U|}$. These steps are algebra for any function of subsets. They do not show that the series (13) may be cut after three-body terms. The error of such a cut is the sum of the omitted signals.

## What an irreducible signal contains

The physical content comes from multiple scattering. Expanding the inverses in (7) and (8) gives products $G^{0i}T_iG^{ij}T_j\cdots G^{m0}$. Each is a closed path $p$ from the absorber, possibly with intermediate returns to it. Let $c(p)$ be its contribution to (9), and $v(p)$ the set of neighbours it visits. If each atom has the same $T_i$ in every subcluster, $c(p)$ does not depend on which other atoms are present, and $\chi(U)$ is the sum of all $c(p)$ with $v(p)\subseteq U$. Then

$$
\gamma(S)=\sum_{p:\,v(p)\subseteq S}c(p)\sum_{v(p)\subseteq U\subseteq S}(-1)^{|S|-|U|}
=\sum_{p:\,v(p)=S}c(p). \tag{15}
$$

An irreducible signal is the sum of all paths that visit every neighbour in $S$ at least once and no other neighbour. At a fixed number of propagators there are finitely many paths, so the rearrangement is valid order by order. The sum over orders converges if, for each subcluster in a finite angular-momentum basis, all eigenvalues of $TG$ have modulus below 1. Otherwise one can multiply each $T$ inside $\mathcal G$ by a parameter $\lambda$. The complex trace is then a rational function of $\lambda$, and the trace in (9) is its continuation from small $\lambda$ to $\lambda=1$, provided there is no pole at that point.

One consequence needs no series. If atom $i\in S$ is transparent, $T_i=0$, then $\chi(U\cup\{i\})=\chi(U)$. The terms of (10) with and without $i$ cancel in pairs, and $\gamma(S)=0$.

The condition of unchanged potentials matters. Suppose that adding a transparent atom 2 changes the potential of atom 1, so that $\chi(1)$ becomes $\chi'(1)$. Equation (11) then gives $\gamma_3(0,1,2)=\chi'(1)-\chi(1)$, although no wave was scattered by atom 2. The algebraic sum (13) still holds, but (15) does not.

## The three-body signal in closed form

For two neighbours the amplitudes obey $B_i=T_i(c_i+G^{ij}B_j)$ and $B_j=T_j(c_j+G^{ji}B_i)$, where $c$ is now the field arriving from the absorber. Eliminating $B_j$ gives

$$
B_i=D_i(c_i+G^{ij}T_jc_j),\qquad D_i=(1-T_iG^{ij}T_jG^{ji})^{-1}T_i . \tag{16}
$$

Thus $\bar\tau^{ii}=D_i$ and $\bar\tau^{ij}=D_iG^{ij}T_j$. With $A_i=G^{0i}T_iG^{i0}$, equation (7) becomes $X_{ij}=A_i+A_j+K_{ij}$, where

$$
K_{ij}=G^{0i}(D_i-T_i)G^{i0}+G^{0i}D_iG^{ij}T_jG^{j0}+(i\leftrightarrow j). \tag{17}
$$

From (9) and (11),

$$
\gamma_3(0,i,j)=F(A_i+A_j+K_{ij})-F(A_i)-F(A_j). \tag{18}
$$

Direct travel between the neighbours is contained in $K_{ij}$. If it is switched off, a three-body signal remains, because $F$ is not linear. Its first terms come from $A_iT_0A_j+A_jT_0A_i$, the paths 0–$j$–0–$i$–0 and 0–$i$–0–$j$–0. A three-body signal is therefore more than the triangular path.

The lowest-order term is the triangle 0–$i$–$j$–0 together with its reverse. The two matrix products are transposes of each other, since $G$ is symmetric and $T$ diagonal, so their traces agree. This gives a factor of two.

## Long distances and the collinear chain

When $kR$ is large compared with the squares of the angular momenta that matter, $h_l(kR)\simeq(-i)^{l+1}e^{ikR}/(kR)$. The powers of $i$ in (3) then combine, and $\sum_{L''}C_{LL'L''}Y_{L''}=Y_LY_{L'}$ gives

$$
G^{ij}_{LL'}\simeq4\pi\,i^{\,l-l'}\,Y_L(\hat{\mathbf R})Y_{L'}(\hat{\mathbf R})\,\frac{e^{ikR}}{kR}. \tag{19}
$$

At a scatterer that turns the wave through $\theta$, the angular sum is $\sum_l(2l+1)T_lP_l(\cos\theta)/4\pi=kf(\theta)/4\pi$, which defines the scattering amplitude $f$. The p trace gives $3\,\hat{\mathbf u}\cdot\hat{\mathbf v}/4\pi$, where $\hat{\mathbf u}$ and $\hat{\mathbf v}$ are the directions of departure and final arrival. For $n$ legs there are $n$ factors $4\pi/k$ from (19), $n-1$ factors $k/4\pi$ from scattering and one $1/4\pi$ from the trace. Hence

$$
c(p)\simeq\frac{\hat{\mathbf u}\cdot\hat{\mathbf v}}{k}\,
\mathrm{Im}\left[e^{2i\delta_1+ik\mathcal L_p}\,
\frac{\prod_s f_s(\theta_s)}{\prod_b R_b}\right], \tag{20}
$$

where $s$ runs over scattering events, $b$ over legs, and $\mathcal L_p=\sum_bR_b$ is the path length.

For 0–$i$–0, $\hat{\mathbf u}\cdot\hat{\mathbf v}=-1$, and (20) gives $-\mathrm{Im}[e^{2i\delta_1+2ikR_i}f_i(\pi)]/(kR_i^2)$. For a triangle, $\hat{\mathbf u}\cdot\hat{\mathbf v}=-\cos\theta_0$, with $\theta_0$ the bond angle at the absorber. The leading triangle term vanishes in this limit for a right angle.

In a straight chain 0–1–2, the paths 0–2–0, 0–1–2–0, its reverse and 0–1–2–1–0 have the same length $2R_2$. Their sum in the limit (20) is

$$
-\frac{1}{kR_2^2}\,\mathrm{Im}\left\{e^{2i\delta_1+2ikR_2}f_2(\pi)
\left[1+\frac{f_1(0)R_2}{R_1R_{12}}\right]^2\right\}. \tag{21}
$$

The 1 in the bracket gives the leading two-body part; the cross term and the square belong to $\gamma_3$. Forward scattering by the middle atom changes both amplitude and phase. Since these parts have the same path length, it is useful to combine them as $\eta=\gamma_2(0,2)+\gamma_3(0,1,2)$.

## A model cluster

Take four equal square wells of radius 1 Å and depth 50 eV. The absorber is at the origin, and neighbours 1, 2 and 3 are at $(2.5,0,0)$, $(5,0,0)$ and $(0,2.5,0)$ Å. These are model parameters, not those of a material. Partial waves up to $l=9$ are kept. This cluster is not in the long-distance limit: at $k=4$ Å$^{-1}$ the nearest neighbours have $kR=10$, while $|T_l|$ exceeds 0.8 for all $l$ up to 3. Equations (19) to (21) are only a qualitative guide here. From 3 to 5 Å$^{-1}$, (21) has a root-mean-square value of $6.9\times10^{-2}$, whereas the same four paths evaluated with the full propagator (3) give $1.6\times10^{-2}$.

At $k=4$ Å$^{-1}$, or 61.0 eV, $\chi(1)=\chi(3)=5.847\times10^{-4}$, $\chi(2)=2.968\times10^{-4}$ and $\chi(1,3)=4.720\times10^{-4}$. Equation (11) gives

$$
\gamma_3(0,1,3)=(4.720-5.847-5.847)\times10^{-4}=-6.974\times10^{-4}. \tag{22}
$$

The other three-body signals are $0.612\times10^{-4}$ for (0,1,2) and $-0.259\times10^{-4}$ for (0,2,3). With $\gamma_4=-3.543\times10^{-4}$, the full sum is

$$
\chi(1,2,3)=(14.662-6.621-3.543)\times10^{-4}=4.498\times10^{-4}, \tag{23}
$$

where the terms are the two-, three- and four-body parts. Direct integration over incident waves gives $4.499\times10^{-4}$; the last-digit difference is rounding. As a test of (15), paths were also summed while recording the neighbours visited. All seven signals agreed with inclusion-exclusion to within $10^{-9}$. At this $k$ the largest eigenvalue modulus of $TG$ was 0.318 for the full cluster and smaller for every subcluster.

The small collinear $\gamma_3$ at this $k$ hides a cancellation. Paths with three propagators give $8.084\times10^{-3}$, and those with four give $-8.169\times10^{-3}$. Five-propagator paths add $0.067\times10^{-3}$, and the remainder is $0.079\times10^{-3}$. At this $k$ the triangle alone is two orders of magnitude larger than the total. That factor is special to this $k$. From 3 to 5 Å$^{-1}$ the triangle and the full $\gamma_3$ have similar root-mean-square values, about $2.3\times10^{-2}$ and $2.0\times10^{-2}$, but their difference is as large as either, so the triangle alone still does not approximate $\gamma_3$.

One wave number can therefore mislead about truncation. At $k=4$ Å$^{-1}$, omitting $\gamma_4$ makes an error of 79% of the small full signal. Over 21 points from 3 to 5 Å$^{-1}$, the root-mean-square (rms) value of $\chi$ is $3.19\times10^{-2}$. The rms error is $2.02\times10^{-2}$, or 63% of this, for the two-body sum, and $4.9\times10^{-4}$, or 1.5%, when three-body signals are included. The latter figure describes this cluster and range, not a general bound. On a mesh three times finer the rms values for this four-atom cluster move by up to 5%; the 1.5% becomes 1.6%, and the ratio 3.1 quoted below becomes 3.2.

The collinear signal dominates the three-body part, with rms $2.02\times10^{-2}$, against $5.9\times10^{-4}$ for (0,1,3) and $2.7\times10^{-4}$ for (0,2,3). The last two have right angles at the absorber, where the leading term of (20) vanishes; what remains includes corrections to (19) and longer paths. Bending the chain at atom 1 with both bonds kept at 2.5 Å lowers the rms $\gamma_3$ to $8.2\times10^{-3}$ at 150° and $4.7\times10^{-3}$ at 120°.

The combined signal $\eta$ has rms $1.58\times10^{-2}$, about 3.1 times that of $\gamma_2(0,2)$, $5.06\times10^{-3}$, but below that of $\gamma_3$ itself. The two parts thus partly cancel in this range. A fit that assigned all of $\eta$ to a pair signal would misread the amplitude and phase of the distant atom.

Finally, let atom 2 be transparent but let its presence deepen well 1 by 5 eV. At $k=4$ Å$^{-1}$ the subtraction (11) then yields a false $\gamma_3$ of $4.86\times10^{-3}$, about 8 times the original $\gamma_2(0,1)$. This ratio is large because $\gamma_2(0,1)$ is unusually small at this $k$; the false signal is 47% of the rms value of $\gamma_2(0,1)$ from 3 to 5 Å$^{-1}$, which is $1.04\times10^{-2}$. Over the same range the false signal itself has rms $5.8\times10^{-3}$, more than half of that value. For a geometrical reading of the signals, the potentials must be held common to all subclusters. The remaining values are listed in the numerical output.

## Table of computed values

```
well radius = 1.0 angstrom, depth = 50.0 eV
site 0 position = 0.0 0.0 0.0 angstrom
site 1 position = 2.5 0.0 0.0 angstrom
site 2 position = 5.0 0.0 0.0 angstrom
site 3 position = 0.0 2.5 0.0 angstrom
k = 4.0 1/angstrom, kinetic energy = 60.96 eV
largest l = 9
p-wave sin^2(delta) = 0.84746
spectral radius of the path series = 0.3180
path orders summed = 26
Signals at this k (no unit):
chi(1) = +5.846987e-04
chi(2) = +2.968419e-04
chi(3) = +5.846987e-04
chi(1,2) = +9.427141e-04
chi(1,3) = +4.720426e-04
chi(2,3) = +8.555908e-04
chi(1,2,3) = +4.498527e-04
gamma3(0,1,2) = +6.117352e-05
gamma3(0,1,3) = -6.973548e-04
gamma3(0,2,3) = -2.594976e-05
gamma4(0,1,2,3) = -3.542556e-04
chi(1,2,3) from incident waves = +4.498527e-04
Path contributions by number of propagators n (no unit):
gamma2(0,1) n=2: +5.8857e-04, n=3: +0.0000e+00, n=4: -3.9123e-06, n=5: +0.0000e+00
gamma2(0,2) n=2: +3.1206e-04, n=3: +0.0000e+00, n=4: -1.5124e-05, n=5: +0.0000e+00
gamma3(0,1,2) n=2: +0.0000e+00, n=3: +8.0842e-03, n=4: -8.1692e-03, n=5: +6.7267e-05
gamma3(0,1,3) n=2: +0.0000e+00, n=3: -9.9419e-04, n=4: +2.3695e-04, n=5: +6.2336e-05
one direction of triangle 0-1-2-0 = +4.042091e-03
gamma3(0,1,2) without direct neighbour hopping = -2.8182e-05
gamma3(0,1,3) without direct neighbour hopping = +1.0538e-04
gamma3(0,2,3) without direct neighbour hopping = -8.0151e-06
triangle path length 0-1-2-0 = 10.0000 angstrom
triangle path length 0-1-3-0 = 8.5355 angstrom
triangle path length 0-2-3-0 = 13.0902 angstrom
false gamma3 from 5 eV deeper well 1 = +4.8649e-03
RMS for k = 3.0 to 5.0 1/angstrom, 21 points:
rms gamma2(0,1) = 1.0385e-02
rms gamma2(0,2) = 5.0647e-03
rms gamma2(0,3) = 1.0385e-02
rms gamma3(0,1,2) = 2.0153e-02
rms gamma3(0,1,3) = 5.8608e-04
rms gamma3(0,2,3) = 2.6961e-04
rms gamma4(0,1,2,3) = 4.9433e-04
rms full chi = 3.1904e-02
rms error of two-body sum = 2.0200e-02
rms error of two- plus three-body sum = 4.9433e-04
rms eta = gamma2(0,2)+gamma3(0,1,2): 1.5796e-02
rms gamma3, bond angle 180 degrees = 2.0153e-02
rms gamma3, bond angle 150 degrees = 8.1691e-03
rms gamma3, bond angle 120 degrees = 4.7022e-03
change of chi at k=5 when l=9 scattering is omitted = 7.85e-09
```
